# Fock-exchange stress with bare and screened kernels and the divergence correction

Q: You want the stress from Fock exchange by straining the kernel "at fixed pair densities". But a pair density is a function of position, and its normalization changes when the cell is stretched. What is held fixed?

A: Its dimensionless plane-wave coefficients. Take a closed-shell insulator with $n$ doubly occupied bands, $N$ points on a uniform k-mesh, cell volume $\Omega$ and supercell volume $V=N\Omega$. As subscripts, $n$ and $m$ label bands; elsewhere $n$ is the number of occupied bands. With a norm-conserving basis,

$$\phi_{kn}(\mathbf r)=V^{-1/2}\sum_{\mathbf G}c_{kn}(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{kn}(\mathbf G)|^2=1 .$$

The pair density is then

$$\phi^*_{qm}\phi_{kn}=\frac1V\sum_{\mathbf G}P(\mathbf G)e^{i\mathbf Q\cdot\mathbf r},\quad P(\mathbf G)=\sum_{\mathbf G'}c^*_{qm}(\mathbf G')c_{kn}(\mathbf G'+\mathbf G),$$

with $\mathbf Q=\mathbf k-\mathbf q+\mathbf G$. Under strain I keep the $c$, and hence the $P$, for fixed integer labels of $\mathbf G$ and fixed fractional $\mathbf k$. The density itself scales as $1/V$. The number of plane waves is fixed too, not the kinetic cutoff.

Q: Then write the energy, with its prefactor accounted for.

A: Exchange carries $-\tfrac12$ for each spin, and two equal spins give $-1$. Dividing the supercell energy by $N$ gives the energy per cell. For an interaction $w(\mathbf r)$ with Fourier transform $v(Q^2)$, the double integral of a pair density with its conjugate is $V\cdot V^{-2}\sum|P|^2v$: one integration over the supercell gives $V$, and the two densities give $V^{-2}$. Hence

$$E_x=-\frac{1}{NV}\sum_{kn,qm}\sum_{\mathbf G}|P(\mathbf G)|^2v(Q^2)=-\frac1V\sum_{\mathbf Q}S(\mathbf Q)\,v(Q^2).$$

Here $S(\mathbf Q)=N^{-1}\sum|P|^2$ collects all pairs with the same transfer $\mathbf Q$, a reciprocal vector of the supercell. $S$ is a set of pure numbers, unchanged by strain. In Rydberg units $e^2=2$, and the kernels are

$$v=\frac{4\pi e^2}{Q^2}\ \text{(bare)},\qquad v_\omega=\frac{4\pi e^2}{Q^2}\left(1-e^{-Q^2/4\omega^2}\right)\ \text{(screened)}.$$

The second belongs to $e^2\,\mathrm{erfc}(\omega r)/r$. A hybrid functional multiplies $E_x$ and its strain derivatives by its exchange fraction.

Q: The bare sum contains $\mathbf Q=0$, where it is infinite.

A: The singularity is integrable, so the infinite-mesh integral is finite; the mesh sum needs a substitute for one term. At $\mathbf Q=0$ we have $\mathbf k=\mathbf q$, $\mathbf G=0$, and orthonormality gives $P(0)=\delta_{nm}$. Thus $S(0)=n$, independent of the orbitals' shape. Replace the missing $v(0)$ by a number $D$ and write $\Delta=D/V$:

$$E_x=-\frac1V\sum_{\mathbf Q\neq0}S(\mathbf Q)v(Q^2)-n\Delta .$$

Choose $\Delta$ to be the difference between integral and punctured sum for a broad test function:

$$\Delta=\lim_{\alpha\to0^+}\left[\int\!\frac{d^3Q}{(2\pi)^3}\,v\,e^{-\alpha Q^2}-\frac1V\sum_{\mathbf Q\ne0}v\,e^{-\alpha Q^2}\right].$$

The integral is the smoothed potential of one charge at its own position. The sum is the potential there of a periodic array of such charges with its average removed. For the bare kernel, $-\Delta$ is therefore the energy of a unit charge in the field of its periodic images and the neutralizing background, with the zero of the potential chosen so that the average of the full periodic potential over the supercell vanishes. It depends on the size and the shape of the supercell.

Q: A limit of two diverging quantities is awkward to differentiate. Can you evaluate it?

A: Start with the screened kernel. Let $w_\alpha(\mathbf r)$ be the inverse transform of $v_\omega e^{-\alpha Q^2}$. The integral is $w_\alpha(0)$. Poisson summation turns the full reciprocal sum into a sum over supercell vectors $\mathbf R$:

$$\frac1V\sum_{\mathbf Q}v_\omega e^{-\alpha Q^2}=\sum_{\mathbf R}w_\alpha(\mathbf R).$$

The punctured sum lacks $v_\omega(0)/V$. Expanding the exponential gives $v_\omega(0)=4\pi e^2/(4\omega^2)=\pi e^2/\omega^2$. The bracket is therefore $w_\alpha(0)-\sum_{\mathbf R}w_\alpha(\mathbf R)+v_\omega(0)/V$. The $\mathbf R=0$ term cancels the integral, and as $\alpha\to0$

$$\Delta_\omega=\frac{\pi e^2}{\omega^2V}-e^2\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\omega R)}{R}.$$

For the bare kernel, split $v=v_\eta+u$ with an arbitrary $\eta$ and $u=4\pi e^2e^{-Q^2/4\eta^2}/Q^2$. The first part gives $\Delta_\eta$. The second needs no damping, and its integral is

$$\int\!\frac{d^3Q}{(2\pi)^3}u=\frac{2e^2}{\pi}\int_0^\infty e^{-Q^2/4\eta^2}dQ=\frac{2e^2}{\pi}\,\eta\sqrt\pi=\frac{2\eta e^2}{\sqrt\pi}.$$

Therefore

$$\Delta_{\rm bare}=\Delta_\eta+\frac{2\eta e^2}{\sqrt\pi}-\frac1V\sum_{\mathbf Q\ne0}u(Q).$$

Q: The screened kernel is finite at $\mathbf Q=0$. Why not use $\pi e^2/\omega^2$ and have no correction?

A: That is a legitimate choice, with a different finite-mesh energy. It keeps the first term of $\Delta_\omega$ and drops the image sum. The image sum vanishes rapidly once $\omega R\gg1$ for every nonzero $\mathbf R$, and the choices then merge. For a small supercell they differ: in the crystal below, at $\omega=0.1$ bohr$^{-1}$, the finite limit alone gives 0.4675 Ry, while $\Delta_\omega=0.2468$ Ry. The stress must be the derivative of whichever energy is used.

Q: Now strain the cell. I want the signs of the geometric derivatives before any kernel appears.

A: Let $\mathbf r\to(1+\varepsilon)\mathbf r$. Phases $\mathbf Q\cdot\mathbf r$ are unchanged, so $\mathbf Q$ transforms with the inverse transpose. To first order

$$\delta R_a=\sum_b\varepsilon_{ab}R_b,\qquad \delta Q_a=-\sum_b\varepsilon_{ba}Q_b .$$

Multiplying the first by $R_a/R$, the second by $2Q_a$, and summing over $a$, we read off

$$\frac{\partial R}{\partial\varepsilon_{ab}}=\frac{R_aR_b}{R},\qquad\frac{\partial Q^2}{\partial\varepsilon_{ab}}=-2Q_aQ_b,\qquad\frac{\partial V}{\partial\varepsilon_{ab}}=V\delta_{ab}.$$

The last follows from $\det(1+\varepsilon)=1+\mathrm{tr}\,\varepsilon$ to first order. I define $\sigma_{ab}=\Omega^{-1}\partial E/\partial\varepsilon_{ab}$, so tension is positive and the pressure is $p=-\mathrm{tr}\,\sigma/3$.

With $v'=dv/dQ^2$, each regular term obeys

$$\frac{\partial}{\partial\varepsilon_{ab}}\left(-\frac vV\right)=\frac1V\left[\delta_{ab}v+2Q_aQ_bv'\right].$$

The first piece comes from $1/V$; in the second, the minus of the energy meets the minus of $\partial Q^2$. Since $S$ is fixed,

$$\Omega\sigma^x_{ab}=\frac1V\sum_{\mathbf Q\ne0}S(\mathbf Q)\left[\delta_{ab}v+2Q_aQ_bv'\right]-n\frac{\partial\Delta}{\partial\varepsilon_{ab}} .$$

Q: And the kernel slopes?

A: For the bare kernel $v'=-v/Q^2$, so the bracket is $v(\delta_{ab}-2Q_aQ_b/Q^2)$. For the screened one put $x=Q^2/4\omega^2$ and use the product rule:

$$v_\omega'=-\frac{v_\omega}{Q^2}+\frac{4\pi e^2}{Q^2}\frac{e^{-x}}{4\omega^2}.$$

In the second term substitute $4\pi e^2/Q^2=v_\omega/(1-e^{-x})$ and $1/4\omega^2=x/Q^2$:

$$v_\omega'=-\frac{v_\omega}{Q^2}\left[1-\frac{x}{e^x-1}\right].$$

For $x\gg1$ the bare slope returns. For $x\ll1$ the bracket tends to $x/2$, so $v_\omega'\to-\pi e^2/(8\omega^4)$. This is finite, so $Q_aQ_bv_\omega'$ vanishes at $\mathbf Q=0$: screening leaves no direction-dependent limit there. The bare expression does depend on the direction of approach.

Q: The remaining piece is $\partial\Delta/\partial\varepsilon_{ab}$. Does the splitting parameter have to be strained with the cell?

A: No. The limit defining $\Delta_{\rm bare}$ contains no $\eta$, so $\partial\Delta_{\rm bare}/\partial\eta=0$, and any strain dependence assigned to $\eta$ drops out. I keep it fixed. The physical $\omega$ is fixed for another reason: it is a constant of the functional.

For the image sum,

$$\frac{d}{dR}\frac{\mathrm{erfc}(\omega R)}{R}=-\frac1{R^2}\left[\mathrm{erfc}(\omega R)+\frac{2\omega R}{\sqrt\pi}e^{-\omega^2R^2}\right].$$

Multiply by $R_aR_b/R$ and by the prefactor $-e^2$; the two minus signs cancel. The finite-limit term contributes through $1/V$:

$$\frac{\partial\Delta_\omega}{\partial\varepsilon_{ab}}=-\delta_{ab}\frac{\pi e^2}{\omega^2V}+e^2\sum_{\mathbf R\ne0}\frac{R_aR_b}{R^3}\left[\mathrm{erfc}(\omega R)+\frac{2\omega R}{\sqrt\pi}e^{-\omega^2R^2}\right].$$

For the bare case we also need $du/dQ^2=-u(1/Q^2+1/4\eta^2)$, so $\partial u/\partial\varepsilon_{ab}=2Q_aQ_bu(1/Q^2+1/4\eta^2)$. The term $2\eta e^2/\sqrt\pi$ has no strain dependence, and

$$\frac{\partial\Delta_{\rm bare}}{\partial\varepsilon_{ab}}=\frac{\partial\Delta_\eta}{\partial\varepsilon_{ab}}+\frac1V\sum_{\mathbf Q\ne0}u\left[\delta_{ab}-2Q_aQ_b\left(\frac1{Q^2}+\frac1{4\eta^2}\right)\right].$$

Q: Suppose a calculation keeps a finite $\alpha$ in the test function. Does this formula still apply?

A: Only after an adjustment. Set $1/4\eta^2=\alpha$ in the bare result. Integral minus sum at finite $\alpha$ is $2\eta e^2/\sqrt\pi-V^{-1}\sum'u$, which equals $\Delta_{\rm bare}-\Delta_\eta$, or

$$\Delta(\alpha)=\Delta_{\rm bare}-\frac{4\pi e^2\alpha}{V}+e^2\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\sqrt\alpha)}{R}.$$

For small $\alpha$ the last sum is negligible. At fixed $\alpha$ the middle term adds $+\delta_{ab}4\pi e^2\alpha/V$ to the derivative of $\Delta$. If $\alpha$ is tied to the cell, $-(4\pi e^2/V)\,\partial\alpha/\partial\varepsilon_{ab}$ must be added as well.

Q: Could I avoid this by computing $D$ once and treating it as a constant?

A: Then $\Delta=D/V$ would give $-\delta_{ab}\Delta$. Compare traces. With the bare kernel, scaling all lengths by $\lambda$ gives $v\to\lambda^2v$ and $V\to\lambda^3V$, so $\Delta$ and $E_x$ scale as $1/\lambda$. Hence

$$\sum_a\frac{\partial\Delta_{\rm bare}}{\partial\varepsilon_{aa}}=-\Delta_{\rm bare},\qquad\sum_a\frac{\partial E_x}{\partial\varepsilon_{aa}}=-E_x .$$

Freezing $D$ gives $-3\Delta$, three times too much. It also loses the dependence on cell shape. In the screened case $\omega$ supplies a second length. Dimensional analysis gives $E_x=\lambda^{-1}g(\omega\lambda)$, and differentiating with respect to $\ln\lambda$ at fixed $\omega$ yields

$$\sum_a\frac{\partial E_x}{\partial\varepsilon_{aa}}=-E_x+\omega\frac{\partial E_x}{\partial\omega}.$$

Freezing $D$ is correct for the screened choice without images, because there $D=\pi e^2/\omega^2$ really is constant.

Q: These are consistency relations. Is there a case where the answer is known without a periodic cell?

A: A normalized Gaussian orbital with $S=e^{-\beta Q^2}$. Its isolated self-energy is $U=e^2/\sqrt{\pi\beta}$, and $E_x=-U$. By isotropy and $1/\lambda$ scaling, the strain derivative of $U$ must be $-\delta_{ab}U/3$; that of $E_x$ has the opposite sign. In a box the corresponding energy is $U_{\rm box}=V^{-1}\sum'v e^{-\beta Q^2}+\Delta_{\rm bare}$. Choose $1/4\eta^2=\beta$, so that $u=ve^{-\beta Q^2}$. The sums cancel and

$$U_{\rm box}=U+\frac{4\pi e^2\beta}{V}-e^2\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\sqrt\beta)}{R}.$$

Apart from overlap between images, the energy error is proportional to $1/V$. In the strain derivative, the regular part $V^{-1}\sum'u(-\delta_{ab}+2Q_aQ_b/Q^2)$ cancels the piece $V^{-1}\sum'u(\delta_{ab}-2Q_aQ_b/Q^2)$ of the reciprocal sum in $\partial\Delta_{\rm bare}$; the piece containing $1/4\eta^2=\beta$ survives. Without the overlap terms there remains

$$\frac{\partial U_{\rm box}}{\partial\varepsilon_{ab}}=-\delta_{ab}\frac{4\pi e^2\beta}{V}-\frac{2\beta}{V}\sum_{\mathbf Q\ne0}Q_aQ_b\,u .$$

Replacing the last sum by its integral, with $Q_aQ_b\to\delta_{ab}Q^2/3$, gives

$$-\frac{8\pi e^2\beta}{3}\delta_{ab}\int\!\frac{d^3Q}{(2\pi)^3}e^{-\beta Q^2}=-\frac{8\pi e^2\beta}{3}\frac{\delta_{ab}}{8(\pi\beta)^{3/2}}=-\frac{U}{3}\delta_{ab},$$

as required. The replacement is not exact, because the summand tends to $4\pi e^2Q_aQ_b/Q^2$ as $\mathbf Q\to0$, which is nonzero and depends on direction. The omitted point removes its angular average $4\pi e^2\delta_{ab}/3$ from the sum, which adds $+\delta_{ab}\,8\pi e^2\beta/3V$. The direction dependence produces quadrupole tails $\propto R^{-3}$ in real space. The error of the derivative is therefore $-\delta_{ab}\,4\pi e^2\beta/3V+2\beta e^2\sum_{\mathbf R\ne0}(3R_aR_b-R^2\delta_{ab})/R^5$, with the last sum taken over spherical shells. That sum is traceless and vanishes in a cube; the trace of the error is $-4\pi e^2\beta/V$, as $1/\lambda$ scaling of $U_{\rm box}$ requires. For boxes of fixed shape both terms scale as $1/V$.

Take $\beta=0.5$ bohr$^2$ and sides $L$, $1.2L$, $1.5L$. Then $U=1.596$ Ry, and each diagonal element should be $-0.532$ Ry. With the full correction the largest tensor error falls from 0.0134 Ry at $L=8$ bohr to 0.0017 Ry at 16 bohr, a factor of 8. With $D$ frozen it falls from 0.491 to 0.247 Ry, roughly as $1/L$. For $\omega=0.1$ bohr$^{-1}$ and $L=8$ bohr, the finite-limit choice has an error of 0.616 Ry, and removing the images reduces it to 0.014 Ry.

Q: In a real calculation the orbitals respond to strain. Why may the coefficients be frozen?

A: Because the total energy, not $E_x$ alone, is stationary. Write it as $E(\varepsilon,c)$. Then

$$\frac{dE}{d\varepsilon_{ab}}=\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_c+\sum_i\frac{\partial E}{\partial c_i}\frac{dc_i}{d\varepsilon_{ab}},$$

where $i$ runs over the real and imaginary parts of the coefficients. Orthonormality, $\sum_{\mathbf G}c^*_{kn}c_{km}=\delta_{nm}$, contains no strain, so the response stays on the constraint surface. At self-consistency the energy is stationary for every displacement along that surface, and the second term vanishes. The value of $\Delta$ plays no part in this: since $S(0)=n$ for any orthonormal orbitals, the term $-n\Delta$ does not depend on the coefficients. In the exchange operator $\Delta$ only shifts the occupied levels by $-\Delta$, which changes the gap but not the occupied subspace, as long as the same bands stay filled. The stress must still contain the strain derivative of the $\Delta$ used in the energy. With a strain-dependent overlap, as in ultrasoft schemes, extra terms appear. Orbitals converged with another functional would also leave a response term.

Q: Show me this on something less symmetric than a Gaussian in a box.

A: Take a model crystal with cell vectors $(6,0,0)$, $(1,7,0)$ and $(0.5,1,8)$ bohr, so $\Omega=6\times7\times8=336$ bohr$^3$. Two Gaussian wells, 6 and 5 Ry deep with width parameter 2 bohr, bind four electrons, hence $n=2$. A uniform background neutralizes the cell. The mesh is $2\times2\times1$ and the basis has 57 plane waves per k-point. The Hartree–Fock gap on this mesh is 1.49 Ry. Neither basis nor mesh is converged, and the derivative identity does not need them to be.

For the bare kernel $\Delta=0.4713$ Ry. The energy per cell is

$$E_x=-1.5102-2(0.4713)=-2.4528\ \mathrm{Ry}.$$

The diagonal stresses, in $10^{-3}$ Ry/bohr$^3$, are

| part | xx | yy | zz |
|---|---|---|---|
| regular | 1.270 | 0.758 | 2.467 |
| divergence | 1.165 | 1.745 | −0.104 |
| total | 2.434 | 2.503 | 2.363 |

The pressure follows from the trace rule:

$$p_x=\frac{E_x}{3\Omega}=\frac{-2.4528}{3\times336}=-0.002433\ \mathrm{Ry/bohr^3}=-35.8\ \mathrm{GPa}.$$

It is negative because compression at fixed coefficients lowers $E_x$: exchange pulls the cell inward. This is one contribution, not the crystal's total pressure. Freezing $D$ would add $-2n\Delta/(3\Omega)=-2(0.9426)/1008=-0.001870$ Ry/bohr$^3$ and give $-0.004304$ Ry/bohr$^3$, 77% too large in magnitude.

Q: The regular part is very anisotropic, yet the total is not. Is that a property of the crystal?

A: The strong anisotropy of the separate parts largely cancels. The Gaussian derivation shows such a cancellation explicitly: the shape-dependent sums in the two parts have opposite signs. I would conjecture that the same mechanism dominates here, where the supercell is much shorter along its third vector. The small anisotropy left over may still contain finite-mesh error.

Q: How does the screened stress compare?

A: I evaluate it with the same orbitals, so it is not self-consistent for the screened functional. At $\omega=0.1$ bohr$^{-1}$ and with the correction $\Delta_\omega$, $E_x=-2.0019$ Ry, well above the bare value. The pressure nevertheless is $-0.002429$ Ry/bohr$^3$, or $-35.7$ GPa, almost unchanged. To see why, subtract the two energies, using $v=v_\omega+u$ and the formula for $\Delta_{\rm bare}$ with $\eta=\omega$:

$$E_x^{\rm bare}-E_x^\omega=-\frac{2n\omega e^2}{\sqrt\pi}+\frac1V\sum_{\mathbf Q\ne0}u(Q)\,[n-S(\mathbf Q)].$$

The first term is $-0.4514$ Ry and does not depend on strain. The actual difference is $-0.4509$ Ry, so the second term is only 0.0004 Ry. The factor $e^{-Q^2/4\omega^2}$ suppresses it at this $\omega$ and mesh. Its strain derivative need not be equally small, but the trace changes only from 2.4528 to 2.4486 Ry. For larger $\omega$ the second term need not be small, and the stresses can separate. The near equality also depends on using $\Delta_\omega$. With the finite limit alone the $\mathbf Q=0$ term contributes $3n(0.4675)=2.805$ Ry to the trace and the regular part 1.530 Ry, so $p=-4.335/1008=-0.00430$ Ry/bohr$^3$ on this mesh.

Q: What would have exposed a wrong sign or a missing response?

A: Finite strains of the energy, with $\Delta$ taken from its defining limit instead of the lattice formulas. Across six tensor components the largest discrepancy in $\partial E_x/\partial\varepsilon_{ab}$ is $2\times10^{-11}$ Ry for the bare kernel and $1.2\times10^{-7}$ Ry for the screened one.

For the response, the crystal was made self-consistent again in cells strained along one general direction. The total-energy slope is 3.554298 Ry, and the fixed-coefficient derivative agrees within $10^{-6}$ Ry. The exchange energy alone behaves differently: its slope is 1.040 Ry at fixed coefficients and 0.420 Ry along the relaxed orbitals. The difference is cancelled by the response of the other energy terms, so the fixed-coefficient value belongs in the stress. The remaining tensor components are in the numerical output.

## Numbers as computed

```
cell vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 7.0, 0.0], [0.5, 1.0, 8.0]]
well depths (Ry): [6.0, 5.0]  width (bohr): 2.0
well sites (fractional): [[0.1, 0.15, 0.2], [0.55, 0.6, 0.7]]
k mesh: [2, 2, 1]  plane waves per k: 57
cell volume (bohr^3): 336.000  occupied bands: 2
smallest gap on the mesh (Ry): 1.4860
Delta bare, eta=0.30 and 0.45 bohr^-1 (Ry): 0.4712926927 0.4712926927
--- bare kernel
Delta, formula and limit (Ry): 0.47129269 0.47129269
E_x: regular, divergence, total (Ry/cell): -1.5102370 -0.9425854 -2.4528224
regular stress (Ry/bohr^3) xx yy zz: 0.0012697 0.0007583 0.0024667
regular stress (Ry/bohr^3) yz xz xy: 0.0002373 0.0000874 0.0000713
divergence stress (Ry/bohr^3) xx yy zz: 0.0011647 0.0017447 -0.0001040
divergence stress (Ry/bohr^3) yz xz xy: -0.0002341 -0.0000794 -0.0000347
total exchange stress (Ry/bohr^3) xx yy zz: 0.0024344 0.0025030 0.0023627
total exchange stress (Ry/bohr^3) yz xz xy: 0.0000032 0.0000080 0.0000365
trace of dE_x/dstrain, formula and scaling (Ry): 2.4528224 2.4528224
largest finite-strain discrepancy (Ry): 2.1e-11
exchange pressure: -0.0024334 Ry/bohr^3 = -35.796 GPa
pressure with D wrongly frozen (Ry/bohr^3): -0.0043036
--- screened kernel, omega=0.1 bohr^-1
Delta, formula and limit (Ry): 0.24683907 0.24683909
finite kernel limit / V (Ry): 0.46749891
E_x: regular, divergence, total (Ry/cell): -1.5082276 -0.4936781 -2.0019057
regular stress (Ry/bohr^3) xx yy zz: 0.0012726 0.0008178 0.0024618
regular stress (Ry/bohr^3) yz xz xy: 0.0002292 0.0000870 0.0000701
divergence stress (Ry/bohr^3) xx yy zz: 0.0011605 0.0016728 -0.0000980
divergence stress (Ry/bohr^3) yz xz xy: -0.0002243 -0.0000789 -0.0000333
total exchange stress (Ry/bohr^3) xx yy zz: 0.0024331 0.0024906 0.0023638
total exchange stress (Ry/bohr^3) yz xz xy: 0.0000049 0.0000081 0.0000368
trace of dE_x/dstrain, formula and scaling (Ry): 2.4485897 2.4485897
largest finite-strain discrepancy (Ry): 1.2e-07
exchange pressure: -0.0024292 Ry/bohr^3 = -35.734 GPa
pressure with D wrongly frozen (Ry/bohr^3): -0.0029867
--- orbital response, strain direction: [[1.0, 0.3, -0.2], [0.3, -0.5, 0.4], [-0.2, 0.4, 0.8]]
total-energy slope, relaxed orbitals (Ry): 3.5542983
fixed-coefficient slope, other + exchange (Ry): 3.5542984
exchange slope, fixed and relaxed orbitals (Ry): 1.039687 0.419978
--- isolated Gaussian, beta=0.5 bohr^2, box ratios 1:1.2:1.5
self-energy and isolated diagonal gradient (Ry): 1.5957691 -0.5319230
bare, full correction: errors at L=8,16 bohr (Ry): 0.0134317 0.0016790
bare, D frozen: errors at L=8,16 bohr (Ry): 0.4906063 0.2471055
screened, L=8 bohr: error with limit only, with images removed (Ry): 0.6160965 0.0144972
```
